# Why Fowler-Nordheim current oscillates: anode reflection, turning-point return and energy spread

In a 5 nm model film at 5 V, an electron at the Fermi energy is transmitted with 0.47 of the probability it would have if nothing reflected it after it left the barrier. Yet the total current is 1.07 times its reflection-free value. Reflection more than halves the transmission at one energy and slightly raises the current. To explain both numbers, the contributions are separated below: the barrier, the anode reflection, the return to the turning point, and the spread of energies.

## The model

Two identical free-electron electrodes enclose a film of thickness $d$. The effective mass $m$ is the same in all layers, the temperature is zero, and image forces and scattering are left out. With the cathode band bottom as zero of energy,

$$V(x)=\begin{cases}0,&x<0\\E_F+\phi-Fx,&0<x<d\\-Fd,&x>d\end{cases}$$

Here $F=eV_a/d$ is the force at applied voltage $V_a$. The example takes $m=0.5$ electron masses, $\phi=3$ eV and $E_F=5$ eV. At 5 V, $F=1$ eV/nm. A Fermi electron leaves the barrier at the turning point $x_t=\phi/F=3$ nm and reaches the film's end with kinetic energy $K=Fd-\phi=2$ eV.

In the film, $\psi''=(2mF/\hbar^2)(x_t-x)\psi$. Set $z=(x_t-x)/l$ with $l^3=\hbar^2/(2mF)$. Since $d^2/dx^2=l^{-2}d^2/dz^2$, this becomes the Airy equation $\psi_{zz}=z\psi$. Beyond the turning point $z=-\zeta$ is negative, and for large $\zeta$

$$\mathrm{Ai}(-\zeta)\approx\frac{\sin\Theta}{\sqrt\pi\,\zeta^{1/4}},\quad \mathrm{Bi}(-\zeta)\approx\frac{\cos\Theta}{\sqrt\pi\,\zeta^{1/4}},\quad \Theta=\tfrac23\zeta^{3/2}+\tfrac{\pi}{4}.$$

Hence $W_\pm=\mathrm{Bi}\pm i\,\mathrm{Ai}$ varies as $e^{\pm i\Theta}$. Because $\zeta$ grows with $x$, $W_+$ travels towards the anode and $W_-$ returns.

## First contribution: the barrier alone

Let the ramp continue without end, so that the film contains $W_+$ and no returning wave. With primes on Airy functions denoting $d/dz$, and $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$, the flux, apart from the common factor $\hbar/m$, is

$$\mathrm{Im}(\psi^*\psi_x)=-\frac1l(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}')=\frac1{\pi l}.$$

At the cathode, $z_0=\phi/(Fl)$. For an opaque barrier $\mathrm{Ai}(z_0)/\mathrm{Bi}(z_0)\approx\frac12e^{-2S}$, where $S=\frac23z_0^{3/2}$, so $\mathrm{Ai}$ can be dropped there. In the cathode $\psi=Ae^{ik_1x}+Be^{-ik_1x}$, which gives $A=\frac12[\psi(0)+\psi_x(0)/(ik_1)]$. Dividing the transmitted flux by $k_1|A|^2$,

$$T_0=\frac{4}{\pi k_1l\,[\mathrm{Bi}^2(z_0)+\mathrm{Bi}'^2(z_0)/(k_1l)^2]}.$$

Now use $\mathrm{Bi}^2\approx e^{2S}/(\pi\sqrt{z_0})$, $\mathrm{Bi}'^2\approx\sqrt{z_0}\,e^{2S}/\pi$ and $\sqrt{z_0}=\kappa_0l$, with $\kappa_0=\sqrt{2m\phi}/\hbar$:

$$T_0\approx\frac{4e^{-2S}}{k_1/\kappa_0+\kappa_0/k_1}=\frac{4k_1\kappa_0}{k_1^2+\kappa_0^2}e^{-2S}.$$

At 5 V, $k_1=8.100$ and $\kappa_0=6.275$ nm$^{-1}$. The prefactor is 1.94 and $e^{-2S}=1.26\times10^{-11}$, so $T_0\approx2.44\times10^{-11}$. This contribution sets the scale of the current, but it varies smoothly with $F$. Acceleration along an endless ramp therefore produces no oscillation.

## Second contribution: reflection at the anode

At $x=d$ the potential drops abruptly by $E_F+\phi=8$ eV. The wave number jumps from $k_d=\sqrt{2mK}/\hbar=5.123$ to $k_3=11.456$ nm$^{-1}$, and part of the wave turns back. Write $\psi=W_++rW_-$ in the film. In the anode $\psi_x=ik_3\psi$. Continuity of $\psi$ and $\psi_x$, with $\psi_x=-\psi_z/l$ and $q=k_3l$, requires

$$W_+'+rW_-'=-iq(W_++rW_-),\qquad r=-\frac{W_+'+iqW_+}{W_-'+iqW_-}\bigg|_{z=-\zeta_d},$$

where $\zeta_d=(d-x_t)/l$. For large $\zeta_d$, $W_\pm'\approx\mp i\sqrt{\zeta_d}\,W_\pm$. Since $q/\sqrt{\zeta_d}=k_3/k_d\equiv v$, the velocity ratio,

$$r\approx\frac{\sqrt{\zeta_d}-q}{\sqrt{\zeta_d}+q}e^{2i\Theta}=-Re^{2i\Theta},\qquad R=\frac{v-1}{v+1}.$$

Here and below $\Theta$ is taken at the film's end. With $v=2.236$, $R=0.382$, and the reflected fraction of the flux is $R^2\approx0.15$. A single loss of 15% cannot explain a transmission ratio of 0.47.

The abruptness of the step matters, not just its height. At $F=1$ eV/nm, nine thicknesses from 5.0 to 5.6 nm gave a swing in $T/T_0$ of 1.41 for the abrupt step. These few points miss the top of the narrow peak; the full swing is about 1.65. Spreading the same drop smoothly, with a sine-squared profile, over 0.5 nm reduced the swing on the same nine thicknesses to 0.41, and over 2 nm to 0.06. These values depend on the shape of the grading: a linear profile gives about 0.5 and 0.11. The wavelength at the film's end is $2\pi/k_d=1.23$ nm at 5 V, so the widest step is longer than one wavelength, while the abrupt step has no width at all.

## Third contribution: return to the turning point

The reflected wave travels back to the barrier. Expanding,

$$\psi=(1+r)\,\mathrm{Bi}+i(1-r)\,\mathrm{Ai}.$$

At the cathode the $\mathrm{Bi}$ part dominates, so the required incident intensity is multiplied by $|1+r|^2$. The net flux is multiplied by $\mathrm{Re}[(1+r^*)(1-r)]=1-|r|^2$. Therefore

$$G\equiv\frac{T}{T_0}=\frac{1-|r|^2}{|1+r|^2}=\mathrm{Re}\frac{1-r}{1+r}=1+2\,\mathrm{Re}\sum_{n=1}^\infty(-r)^n.$$

The last form counts round trips. A wave $W_-$ meeting a nearly opaque barrier must join the solution that decays towards the cathode, $\mathrm{Ai}\propto W_+-W_-$. It therefore returns as $-W_+$. Each circuit supplies $r$ at the anode and $-1$ at the turning point.

At 5 V, $|r|=0.381$, so the numerator of $G$ is 0.855. The value $G=0.472$ then implies $|1+r|^2=0.855/0.472=1.81$. Interference at the barrier thus reduces transmission by a factor 1.81, much more than the direct loss does.

To obtain $G$ without $r$, put $a=1+r$ and $b=1-r$. The anode condition reads $a\mathrm{Bi}'+ib\mathrm{Ai}'=-iq(a\mathrm{Bi}+ib\mathrm{Ai})$, so

$$\frac ba=i\,\frac{\mathrm{Bi}'+iq\mathrm{Bi}}{\mathrm{Ai}'+iq\mathrm{Ai}}.$$

Multiply numerator and denominator by $\mathrm{Ai}'-iq\mathrm{Ai}$. The imaginary part of the product $(\mathrm{Bi}'+iq\mathrm{Bi})(\mathrm{Ai}'-iq\mathrm{Ai})$ is $q(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}')=-q/\pi$. Since $\mathrm{Re}(iX)=-\mathrm{Im}X$,

$$G=\frac{q/\pi}{\mathrm{Ai}'^2(-\zeta_d)+q^2\mathrm{Ai}^2(-\zeta_d)}\approx\frac{v}{\cos^2\Theta+v^2\sin^2\Theta}.$$

Direct integration of the Schrödinger equation, without Airy functions, agreed with the first form at six voltages within a relative tolerance of $10^{-4}$.

The approximate form swings between $v$ and $1/v$. Here $v=\sqrt{1+(E_F+\phi)/K}>1$, so the high values lie near the zeros of $\mathrm{Ai}$ and the low ones near those of $\mathrm{Ai}'$. At 5 V, $\Theta=7.616$ gives $\sin^2\Theta=0.94$, which places the electron near a minimum.

If $|r|$ is constant, every term of the round-trip sum averages to zero over phase, and the mean of $G$ is 1. Reflection then redistributes transmission between phases without lowering its average. Over five periods at fixed force, where $|r|$ drifts slowly, the computed mean was 1.001.

## Fourth contribution: the spread of energies

The current collects electrons whose normal energy lies a depth $\varepsilon$ below $E_F$. With equal masses, motion parallel to the film separates, and $T$ depends on $\varepsilon$ alone. Counting two spins,

$$J=\frac{2e}{(2\pi)^3}\int d^2k_\parallel\,dk_x\,\frac{\hbar k_x}{m}T.$$

Use $\hbar k_x\,dk_x/m=dE_x/\hbar$ and $d^2k_\parallel=(2\pi m/\hbar^2)\,dE_\parallel$. Filled states have $0<E_\parallel<\varepsilon$, so

$$J=\frac{em}{2\pi^2\hbar^3}\int_0 T(\varepsilon)\,\varepsilon\,d\varepsilon.$$

Back-flow from the anode would alter the weight for $\varepsilon>eV_a$, where $T$ is negligible here.

At depth $\varepsilon$ the barrier is $\phi+\varepsilon$. Since $2S=\frac43\sqrt{2m}\,\phi^{3/2}/(\hbar F)$, its derivative with respect to $\phi$ is $2\kappa_0/F$. To leading order $T_0\propto e^{-\varepsilon/\Delta}$ with $\Delta=F/(2\kappa_0)=0.080$ eV. The normalized weight is $\varepsilon e^{-\varepsilon/\Delta}/\Delta^2$.

The phase also changes. From $\Theta=\frac23\sqrt{2m}K^{3/2}/(\hbar F)+\pi/4$ with $K\to K-\varepsilon$, it falls by $k_d\varepsilon/F$. Harmonic $n$ is therefore multiplied by

$$\int_0^\infty\frac{\varepsilon}{\Delta^2}e^{-\varepsilon/\Delta-2ink_d\varepsilon/F}d\varepsilon=\frac1{(1+2ink_d\Delta/F)^2}=\frac1{(1+in\sqrt{K/\phi})^2},$$

because $2k_d\Delta/F=k_d/\kappa_0=\sqrt{K/\phi}$. With $J_0$ the current computed from $T_0$,

$$\frac{J}{J_0}\approx1+2\,\mathrm{Re}\sum_{n=1}^\infty\frac{R^ne^{2in\Theta}}{(1+in\sqrt{K/\phi})^2}.$$

To leading order, the first harmonic is weakened by $\phi/(\phi+K)=\phi/(eV_a)$ and delayed by $2\arctan\sqrt{K/\phi}$. For $K=2$ eV the weakening factor is 0.60 in this approximation. The full energy integral gives about 0.65 at $F=1$ eV/nm and approaches 0.60 as the force is lowered.

This explains the opening numbers. At 5 V, $2\Theta$ equals 2.67 rad after whole turns are removed. At the Fermi energy the first harmonic contributes $2(0.382)\cos2.67=-0.68$. In the current it is multiplied by 0.60 and delayed by 1.37 rad, giving $0.458\cos1.30=+0.12$. The second and third harmonics add about $-0.08$ and $+0.01$, so the estimate is 1.06. Energy integration gives 1.07, from $J=1.30\times10^{-3}$ and $J_0=1.22\times10^{-3}$ A/cm². The delay reverses the sign; the weakening alone would leave the contribution negative.

At 61 evenly spaced values of $K$ from 1.5 to 3 eV, the largest absolute error in $J/J_0$ was 0.056 at $F=1$ eV/nm and 0.018 at 0.25 eV/nm. Ignoring the energy spread gave errors of 1.35 and 1.29 on the same points. These are lower bounds, because the points miss the tops of the narrow peaks. To leading order, the damping at fixed $K$ does not depend on $F$: a weaker force makes the phase more sensitive to energy but narrows the emitted distribution in the same proportion.

## Where the maxima fall

Keeping the first harmonic and neglecting the slope of its envelope, maxima require $2\Theta-2\arctan\sqrt{K/\phi}=2\pi n$, or

$$\frac{2\sqrt{2m}\,K^{3/2}}{3\hbar F}=\pi\left(n-\tfrac14\right)+\arctan\sqrt{K/\phi}.$$

| $n$ | Zero of Ai (V) | Rule (V) | Maximum of $J/J_0$ (V) | $J/J_0$ |
|---|---|---|---|---|
| 1 | 3.83 | 3.96 | 3.93 | 2.16 |
| 2 | 4.65 | 4.82 | 4.79 | 1.64 |
| 3 | 5.49 | 5.70 | 5.67 | 1.42 |
| 4 | 6.39 | 6.64 | 6.61 | 1.30 |

The zeros of $\mathrm{Ai}$ lie about 0.1 to 0.2 V below the maxima, while the rule lies about 0.03 V above them. These are maxima of the ratio. Because $J_0$ rises steeply, $J$ itself has no maximum over the voltages of the table; it keeps rising, and only its slope oscillates.

The peaks shrink with voltage for two reasons: $v$ approaches 1, which weakens the reflection, and the factor $\phi/(eV_a)$ falls.

## Limits of the result

For small $\zeta_d$ the sine and cosine forms fail, although the Airy formula remains usable while the barrier is opaque. If $K<0$, there is no accelerated region and the process is direct tunnelling.

The voltages in the table correspond to fields of about 0.8 to 1.3 V/nm, which many real insulating films do not withstand. The example is a model calculation, not a prediction for a particular material. The contrast given here belongs to a coherent, uniform film with abrupt interfaces. All parts of a film share one voltage, so a thicker place has a weaker force. At fixed voltage $K$ is fixed and $\Theta-\pi/4$ is proportional to $d$. At 5 V it equals 6.83 for $d=5$ nm, so $2\Theta$ shifts by $\pi$ for a thickness change of $5\pi/(2\times6.83)=1.15$ nm. Thickness variations across a film therefore mix different phases, which can reduce the oscillation. The mixing is unequal: $2S$ is also proportional to $d$ at fixed voltage, so a place 1.15 nm thicker carries only about $2\times10^{-3}$ of the current, and the thin places dominate. The numerical output below gives the remaining values.

## Computed results

```
mass ratio 0.5, barrier 3.0 eV, Fermi energy 5.0 eV, thickness 5.0 nm
V=4.0 V: T/T0 integrated 0.79131, Airy formula 0.79131
V=4.5 V: T/T0 integrated 0.95385, Airy formula 0.95385
V=5.0 V: T/T0 integrated 0.47156, Airy formula 0.47156
V=5.5 V: T/T0 integrated 2.04360, Airy formula 2.04360
V=6.0 V: T/T0 integrated 0.54393, Airy formula 0.54393
V=7.0 V: T/T0 integrated 0.65606, Airy formula 0.65606
At 5 V: force 1.000 eV/nm, turning point 3.000 nm
  Airy length 0.4240 nm, zeta 4.7175, q 4.8567
  kinetic energy at film end 2.000 eV
  k cathode 8.100, kappa0 6.275, k film end 5.123, k anode 11.456 1/nm
  velocity ratio 2.2361, inverse 0.4472
  |r| Airy 0.3814, |r| from velocities 0.3820
  phase Theta 7.6163 rad
  barrier action S 12.5491, exp(-2S) 1.259e-11
  T0 Airy 2.4346e-11, T0 opaque-barrier form 2.4376e-11
  T with anode 1.1481e-11
  energy decay width 0.0797 eV
  J 1.3041e-03, J0 1.2163e-03 A/cm^2, J/J0 1.0722
  J0 from linearised exponent 1.2509e-03 A/cm^2
zero 3 of Ai: gain 2.1000, velocity-ratio limit 2.1019
zero 3 of Ai': gain 0.4519, velocity-ratio limit 0.4511
phase average of gain over five periods 1.00058
anode step width 0.0 nm: swing of T/T0 1.4107
anode step width 0.5 nm: swing of T/T0 0.4086
anode step width 2.0 nm: swing of T/T0 0.0628
force 1.00 eV/nm: largest error of J/J0 0.0558, if spread ignored 1.3530
force 0.25 eV/nm: largest error of J/J0 0.0179, if spread ignored 1.2920
first harmonic at 5 V: damping 0.6000, delay 1.3694 rad
maximum 1: Airy zero 3.830 V, rule 3.961 V, current scan 3.935 V, J/J0 2.1637
maximum 2: Airy zero 4.652 V, rule 4.822 V, current scan 4.790 V, J/J0 1.6407
maximum 3: Airy zero 5.491 V, rule 5.700 V, current scan 5.670 V, J/J0 1.4209
maximum 4: Airy zero 6.388 V, rule 6.635 V, current scan 6.605 V, J/J0 1.2972
minimum of J/J0: 4.415 V, value 0.4648
minimum of J/J0: 5.280 V, value 0.6046
minimum of J/J0: 6.185 V, value 0.7011
minimum of J/J0: 7.155 V, value 0.7705
```
